\section*{Gel point of an equimolar mixture of bifunctional and tetrafunctional clusters}

\section{Problem}

A negative-tone metal-oxide resist is a film of small clusters. Exposure creates reactive sites on them, and these sites condense in pairs into bonds between clusters. Where the bonds build a molecule that spans the material, the film has gelled.

Half of the clusters carry $f=2$ condensable sites and half carry $f=4$. Let $p$ be the fraction of all sites that have bonded. The following is assumed.
\begin{enumerate}
\item Any site can bond with any other, and all sites are equally reactive, whatever cluster they sit on.
\item Each site is bonded with probability $p$, independently of the other sites on its cluster.
\item Finite molecules contain no loops, so every bond followed outward from a cluster leads to a new one.
\end{enumerate}
These assumptions define a mean-field model of a very large sample. At what $p$ does an infinite molecule, the gel, first appear? What fraction of the clusters does it hold beyond that point, and what exposure dose does the threshold imply for a resist film?

\section{First estimate by scaling}

Angle brackets denote averages over clusters, each cluster counted once. With equal numbers of the two kinds,
\begin{equation}
\langle f\rangle=\tfrac12\cdot 2+\tfrac12\cdot 4=3 .
\end{equation}
Follow a growing molecule outward. A cluster that has just been reached has used one site for the incoming bond. If it is a typical cluster, it has about $\langle f\rangle-1$ sites left, each bonded with probability $p$. Growth sustains itself when each cluster brings in about one more:
\begin{equation}
p\,(\langle f\rangle-1)\approx 1
\quad\Longrightarrow\quad
p_{\rm est}=\frac{1}{\langle f\rangle-1}=\frac12 .
\end{equation}
The doubtful step is the word ``typical'': a cluster reached through a bond has not been drawn with the same odds as a cluster picked at random.

\section{Exact solution of the model}

\subsection{Which cluster sits at the end of a bond}

By equal reactivity, the far end of a bond is a randomly chosen site. Among $N$ clusters, the bifunctional ones own $2\cdot N/2=N$ sites and the tetrafunctional ones own $4\cdot N/2=2N$. The far end therefore belongs to a bifunctional cluster with probability $1/3$ and to a tetrafunctional one with probability $2/3$. The first has one further site and the second has three, so the mean number of onward sites is
\begin{equation}
b=\tfrac13\cdot1+\tfrac23\cdot3=\tfrac73 .
\label{eq:b}
\end{equation}
For any mixture with number fractions $x_f$, the site-weighted probability is $f x_f/\langle f\rangle$, and
\begin{equation}
b=\sum_f \frac{f x_f}{\langle f\rangle}(f-1)=\frac{\langle f(f-1)\rangle}{\langle f\rangle}.
\label{eq:bgen}
\end{equation}

\subsection{Approach from below}

Pick a cluster at random and let $S$ be the mean number of clusters in its molecule, itself included. The starting cluster was chosen as a cluster, not through a bond, so it has on average $3$ sites and $3p$ direct neighbours. Each neighbour has $b$ onward sites on average and brings in $pb$ clusters. Each of those again brings in $pb$, because it too was reached through a bond. Without loops no cluster is counted twice, and
\begin{equation}
S=1+3p+3p(pb)+3p(pb)^2+\cdots .
\end{equation}
For $pb<1$ the geometric series converges:
\begin{equation}
S=1+\frac{3p}{1-pb}=1+\frac{3p}{1-7p/3}.
\label{eq:S}
\end{equation}
As long as $S$ is finite, a random cluster has zero probability of belonging to an infinite molecule. The mean size diverges when $pb=1$, which gives
\begin{equation}
p_c=\frac1b=\frac{\langle f\rangle}{\langle f(f-1)\rangle}=\frac37\approx0.4286 .
\label{eq:pc}
\end{equation}

\subsection{Approach from above}

A diverging mean does not by itself show that a finite share of the material joins the gel. For that, let $u$ be the probability that a given site does not lead to the gel. Either the site is unbonded, with probability $1-p$, or it is bonded and none of the onward sites of its partner leads to the gel. There is one such site with probability $1/3$ and there are three with probability $2/3$. Since the branches are independent,
\begin{equation}
u=1-p+p\left(\tfrac13u+\tfrac23u^3\right)\equiv h(u).
\label{eq:u}
\end{equation}
The value $u=1$ always solves this equation, so a rule for choosing the root is needed. Let $q_n$ be the probability that the branch behind a site ends within $n$ generations of clusters. Then $q_0=1-p=h(0)$ and $q_{n+1}=h(q_n)$. The function $h$ increases with $u$, so the $q_n$ rise from $h(0)$ and cannot pass any non-negative root. Their limit, which is $u$, is the smallest non-negative root.

To find it, collect the terms of Eq.~\eqref{eq:u} on one side:
\begin{equation}
\tfrac{2p}{3}u^3-\left(1-\tfrac p3\right)u+(1-p)=0 .
\end{equation}
The root $u=1$ can be divided out:
\begin{equation}
(u-1)\left[\tfrac{2p}{3}(u^2+u)-(1-p)\right]=0 .
\end{equation}
Multiplying out confirms this. The $u^2$ terms cancel, and the coefficient of $u$ is $-\tfrac{2p}{3}-(1-p)=-(1-\tfrac p3)$. The second factor vanishes when
\begin{equation}
u^2+u=\frac{3(1-p)}{2p},
\qquad
u=\frac{-1+\sqrt{1+6(1-p)/p}}{2},
\label{eq:root}
\end{equation}
where the other sign of the square root would make $u$ negative. For positive $u$ the left side increases with $u$ and equals $2$ at $u=1$. The new root is therefore below $1$ when $3(1-p)<4p$, that is, when $p>3/7$. Below $3/7$ the smallest root is $u=1$ and there is no gel. At $3/7$ the two roots merge, so the gel grows continuously from zero. Both approaches give the same threshold.

A cluster is outside the gel if none of its $f$ sites leads there, which has probability $u^f$. The gel thus holds the fraction
\begin{equation}
G=1-\tfrac12\left(u^2+u^4\right)
\label{eq:G}
\end{equation}
of the clusters.

\subsection{Two limits}

Just above threshold, write $p=3/7+\delta$ and $u=1-\epsilon$, with $\delta$ and $\epsilon$ small. To first order the left side of Eq.~\eqref{eq:root} is $2-3\epsilon$. The right side is $\frac{3}{2p}-\frac32$, whose slope at $p=3/7$ is $-\frac{3}{2p^2}=-\frac{49}{6}$. Hence
\begin{equation}
3\epsilon=\tfrac{49}{6}\delta,
\qquad
G\approx\tfrac12(2\epsilon+4\epsilon)=3\epsilon=\tfrac{49}{6}\,\delta .
\end{equation}
The onset is steep: one additional percent of bonded sites puts about eight percent of the clusters into the gel. The law holds close to threshold. At $p=0.46$ it gives $0.257$, while Eq.~\eqref{eq:G} gives $0.223$.

At the other end, $p\to1$, Eq.~\eqref{eq:root} gives $u\to0$ and $G\to1$: every cluster is in the gel.

\section{Comparison of estimate and solution}

\subsection{Where the difference comes from}

With the variance $\sigma^2=\langle f^2\rangle-\langle f\rangle^2$, Eq.~\eqref{eq:bgen} becomes
\begin{equation}
b=\frac{\langle f^2\rangle}{\langle f\rangle}-1
=\langle f\rangle-1+\frac{\sigma^2}{\langle f\rangle}.
\label{eq:var}
\end{equation}
The estimate drops the last term. Here $\sigma^2=10-9=1$, so the term is $1/3$ and turns $2$ into $7/3$. Because it cannot be negative, the estimate never lies below the gel point of this model, and the two agree when all clusters have the same functionality. For the equimolar mixture the estimate is too high by a factor $(1/2)/(3/7)=7/6$, or 17\% of the correct value.

A varied composition shows the same thing. If a number fraction $x$ of the clusters is tetrafunctional, then $\langle f\rangle=2+2x$ and $\langle f(f-1)\rangle=2(1-x)+12x=2+10x$, so
\begin{equation}
p_c=\frac{1+x}{1+5x},\qquad p_{\rm est}=\frac{1}{1+2x}.
\end{equation}
Both give $1$ for pure chains ($x=0$) and $1/3$ for purely tetrafunctional clusters ($x=1$). In between they differ. A gel point of $1/2$ belongs to $x=1/3$, where the two kinds own equal numbers of sites; the estimate for that mixture is $3/5$.

\subsection{What the numbers show}

The formulas were compared with networks of 400\,000 clusters in which a fraction $p$ of the sites was paired at random. The mean number of onward sites at a bond end was $2.335$, against $7/3$. Averaged over four networks, $S$ was $2.123$ at $p=0.20$ and $4.000$ at $p=0.30$, where Eq.~\eqref{eq:S} gives $2.125$ and $4.000$. With $2$ onward sites instead of $7/3$, the second value would be $1+0.9/0.4=3.25$, so the estimate fails well before gelation. By Eq.~\eqref{eq:S}, $p/(S-1)$ falls linearly to zero at the gel point. The straight line through the two measured values reaches zero at $p=0.428$.

The interval between $3/7$ and $1/2$ separates the two answers most clearly. At $p=0.46$ the largest molecule held $0.216$ of the clusters. In a purely trifunctional network, which has the same mean functionality but a gel point of $1/2$, it held $0.0013$ at the same $p$.

At $p=1/2$, where the estimate places the first trace of gel, Eq.~\eqref{eq:root} gives $u^2+u=3/2$ and $u=(\sqrt7-1)/2=0.823$. The gel then holds $1-u^2=0.323$ of the bifunctional and $1-u^4=0.542$ of the tetrafunctional clusters, or $0.432$ of all clusters. The network gave $0.435$.

\section{Dose to gel in a resist film}

\subsection{From conversion to dose}

Consider an organotin-oxo film exposed at a wavelength of 13.5~nm, with a photon energy of 91.84~eV. The parameters are round and only roughly typical: one cluster per nm$^3$, hence $\rho=3$ sites per nm$^3$; absorption coefficient $\alpha=0.015$~nm$^{-1}$; thickness 20~nm; and $Y=4$ site strikes per absorbed photon.

A strike activates an inactive site and is wasted on an active one. If strikes fall at random with a mean of $m$ per site, a site escapes with probability $e^{-m}$. If, further, every active site finds an active partner, then
\begin{equation}
p=1-e^{-m},\qquad m_c=-\ln\left(1-\tfrac37\right)=\ln\tfrac74=0.5596 .
\end{equation}
At the top of the film, $\Phi$ incident photons per unit area give $\alpha\Phi$ absorbed photons per unit volume, so $m=Y\alpha\Phi/\rho$ and
\begin{equation}
\Phi_c=\frac{m_c\,\rho}{Y\alpha}
=\frac{0.5596\times3}{4\times0.015}\ {\rm nm^{-2}}=28.0\ {\rm nm^{-2}} .
\end{equation}
Multiplication by the photon energy, with 1~eV/nm$^2$ $=0.01602$~mJ/cm$^2$, gives a gel dose of 41.2~mJ/cm$^2$. The estimate $p=1/2$ would give 51.0~mJ/cm$^2$. The ratio of doses, $\ln2/\ln\frac74=1.24$, exceeds the ratio of conversions, $1.17$, because more strikes are wasted as the active fraction rises.

\subsection{What the real film changes}

In organotin resists, exposure breaks tin--carbon bonds, and the sites left behind can condense into Sn--O--Sn links. The functionalities 2 and 4 are low for some real clusters: a cage of twelve tin atoms with one organic group on each could offer up to twelve sites, and the loop-free gel point for $f=12$ is $1/11$. Loss of solubility also need not coincide with gelation, since large finite molecules may already dissolve poorly. Four further effects can be sized for the example, each taken alone with the other settings held fixed.

\emph{Loops.} Real clusters bond to their neighbours, and some bonds close loops instead of adding clusters. This was modelled on a periodic cubic lattice of $20^3$ clusters with 1~nm spacing, each able to bond to its 18 nearest clusters. The gel point was located where the molecules other than the largest contribute most to the mean size. Over 12 samples this occurred at $p=0.537$, against $0.451$ for unrestricted pairing in samples of equal size. The second value lies above $3/7$ only because the sample is small, and this offset does not cancel in the difference of $0.086$ (standard error $0.007$). On lattices of up to $64^3$ clusters the unrestricted value falls to about $0.43$, while the lattice value stays near $0.54$. The shift is therefore about $0.11$ and the dose about 57~mJ/cm$^2$; adding $0.086$ to $3/7$ would give only 53~mJ/cm$^2$. About 5\% of the bonds have closed a loop at that point, so the shift is best read as the effect of near-neighbour bonding as a whole, for the bonding range assumed here.

\emph{Depth.} The bottom of the film receives less light by a factor $e^{-0.3}$. When the top gels, the bottom has reached $p=0.339$. Treated as a separate layer, it needs an incident dose of 55.6~mJ/cm$^2$.

\emph{Missing partners.} If 90\% of the active sites pair, the active fraction must reach $0.4286/0.9=0.476$, and the dose becomes 47.6~mJ/cm$^2$.

\emph{Photon noise.} If the electrons released by a photon spread its strikes over a sphere of 2~nm radius, such a sphere receives on average 14.1 photons at the gel dose, with a relative scatter of $1/\sqrt{14.1}$. Since $dp/dm=1-p$, the conversion expected at the centre of the sphere scatters by about $0.571\times0.5596/\sqrt{14.1}=0.085$.

The local scatter is comparable to the gap of $0.071$ between $3/7$ and $1/2$, but it is mainly a spread between small regions. It moves the loop-free gel point only slightly: strikes from one photon fall on nearby sites and widen the spread in the number of active sites per cluster, which lowers the threshold by about $0.01$ and the dose by about 1~mJ/cm$^2$. Near-neighbour bonding shifts the gel point upward, in the lattice model by more than the gap. A gel dose near 51~mJ/cm$^2$ in such a film would therefore not by itself support the mean-functionality estimate: local bonding can raise a threshold of $3/7$ to that dose or beyond it. The two can be told apart by changing the mixture at fixed mean functionality. The estimate then predicts no change, whereas Eq.~\eqref{eq:var} predicts, within the loop-free model, a gel point that falls as the spread in functionality grows. On the lattice the direction is the same but the contrast is about half as large: near $0.575$ for purely trifunctional clusters against $0.54$ for the equimolar mixture. Most of the values quoted here are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
gel point, formula: 3/7 = 0.4286
mean-functionality guess: 0.5000
gel point extrapolated from networks: 0.428
onward sites per bond end, networks: 2.335
S at p=0.20, formula: 2.125
S at p=0.20, networks: 2.123
S at p=0.30, formula: 4.000
S at p=0.30, networks: 4.000
largest molecule share at p=0.40: 0.0013
gel fraction at p=0.46, formula: 0.223
gel fraction at p=0.46, networks: 0.216
u at p=0.50: 0.8229
gel fraction at p=0.50, formula: 0.432
gel fraction at p=0.50, networks: 0.435
bifunctional in gel at p=0.50, formula: 0.323
bifunctional in gel, networks: 0.324
tetrafunctional in gel at p=0.50, formula: 0.542
tetrafunctional in gel, networks: 0.546
largest share, trifunctional, p=0.46: 0.0013
largest share, 2:1 mixture, p=0.46: 0.0013
wavelength: 13.5 nm
photon energy: 91.84 eV
cluster density: 1.0 per nm3
site density: 3.0 per nm3
absorption coefficient: 0.015 per nm
film thickness: 20.0 nm
site strikes per absorbed photon: 4.0
strikes per site at gel point: 0.5596
absorbed photons at gel: 0.420 per nm3
incident photons at gel: 28.0 per nm2
gel dose, top of film, p=3/7: 41.2 mJ/cm2
dose implied by the guess 1/2: 51.0 mJ/cm2
guess dose / gel dose: 1.239
active fraction, photon simulation: 0.4286
finite-sample peak, unrestricted: 0.451
finite-sample peak, near neighbours: 0.537
shift of p_c by loops: 0.086
standard error of that shift: 0.007
gel dose with loop shift: 53.2 mJ/cm2
dose factor, bottom against top: 1.350
gel dose, bottom of film: 55.6 mJ/cm2
p at bottom when top gels: 0.339
assumed paired share of active sites: 0.9
gel dose with that share: 47.6 mJ/cm2
assumed electron blur radius: 2.0 nm
photons absorbed in blur sphere: 14.1
rms noise of p in blur sphere: 0.085
gap between 1/2 and 3/7: 0.0714
\end{verbatim}
